# How a Doping Error Creates Negative Interface-State Densities in Terman Analysis, part 2

The Terman method finds the interface-state density of a metal-oxide-silicon capacitor from the high-frequency capacitance $C$, measured while the gate voltage $V_G$ is swept slowly. What false density does it return if the p-type silicon has acceptor density $N$ but the analysis assumes $N'=(1+d)N$?

Charges and capacitances are per unit area, $q>0$ is the elementary charge and $\varepsilon$ the absolute permittivity of silicon. The band bending $\psi$ is positive in depletion, $V_t=kT/q$ and $u=\psi/V_t$. The silicon charge is $-Q$. The oxide, silicon and interface-state capacitances are $C_{ox}$, $C_s=dQ/d\psi$ and $C_{it}$; the state density is $C_{it}/q$. The depletion width is $W=\varepsilon/C_s$. Poisson's equation gives

$$C_s=\sqrt{\frac{\varepsilon qN}{V_t}}\;g(u),\qquad
g(u)=\frac{1-e^{-u}}{\sqrt{2(u-1+e^{-u})}}. \tag{10}$$

In depletion $e^{-u}$, the remaining effect of the hole tail, is dropped. The inferred band bending $\psi'$ then obeys

$$\frac{d\psi'}{d\psi}=1+d. \tag{14}$$

Without states, the analysis sees the slope

$$\frac{dV_G}{d\psi'}=\frac{dV_G/d\psi}{d\psi'/d\psi}
=\frac{1}{1+d}\left(1+\frac{C_s}{C_{ox}}\right). \tag{15}$$

From $C_{it}'=C_{ox}(dV_G/d\psi'-1)-C_s$ it returns

$$C_{it}'=\frac{C_{ox}+C_s}{1+d}-(C_{ox}+C_s)
=-\frac{d}{1+d}\,(C_{ox}+C_s). \tag{16}$$

With real states it returns

$$C_{it}'=\frac{C_{it}-d\,(C_{ox}+C_s)}{1+d}. \tag{23}$$

The slope of $1/C^2$ against $V_G$, set equal to $2/(\varepsilon qN_{sl})$, defines an apparent doping

$$N_{sl}=N\left(1+\frac{C_{it}}{C_{ox}+C_s}\right). \tag{20}$$

If the analysis uses a possibly wrong oxide capacitance $C_{ox}^*$, and so infers $C_s^*$ from $1/C_s^*=1/C-1/C_{ox}^*$, it returns

$$C_{it}^*=(C_{ox}^*+C_s^*)\left(\frac{N_{sl}}{N'}-1\right). \tag{22}$$

The example has $N=10^{16}$ cm$^{-3}$, a 10 nm oxide, 300 K, relative permittivities 11.7 (silicon) and 3.9 (oxide), and $d=0.05$. At $\psi=0.350$ V, $C_{ox}=345.3$, $C_s=50.6$ and $C_{ox}+C_s=395.9$ nF/cm$^2$, with $W=205$ nm. The false density is $-1.18\times10^{11}$ cm$^{-2}$ eV$^{-1}$; the first-order false term $-d(C_{ox}+C_s)$ is $-19.8$ nF/cm$^2$. An error below $10^{10}$ cm$^{-2}$ eV$^{-1}$ requires

$$|d|=\frac{1.602\times10^{-9}}{395.9\times10^{-9}}=0.40\ \text{per cent}. \tag{28}$$

Numerical tests simulate the measurement with the hole tail included and then carry out the whole analysis.

### Real states and a wrong oxide capacitance

Let the same capacitor now have a true density of $10^{11}$ cm$^{-2}$ eV$^{-1}$, constant over the range swept. Then $C_{it}=16.0$ nF/cm$^2$, which is less than the 19.8 nF/cm$^2$ of the first-order false term. Equation (23) gives

$$C_{it}'=\frac{16.0-19.8}{1.05}=-3.6\ \text{nF/cm}^2, \tag{29}$$

or $-2.2\times10^{10}$ cm$^{-2}$ eV$^{-1}$. The full numerical analysis returned the same value to two digits, and with the correct doping it returned the true density of $1.00\times10^{11}$ cm$^{-2}$ eV$^{-1}$. A slightly negative result is thus compatible with a substantial number of states. It should be taken as evidence of an error in the analysis, not as evidence of a clean interface.

The insensitivity to the oxide capacitance was tested on the state-free device. With the correct doping and a $C_{ox}$ that was five per cent too large, the returned density had a magnitude of $1.2\times10^7$ cm$^{-2}$ eV$^{-1}$. This is about ten thousand times smaller than the effect of a five per cent error in the doping. The depletion formula (22) predicts zero. The slope of $1/C^2$ for the same device, with the correct $C_{ox}$, gave the doping as $1.000\times10^{16}$ cm$^{-3}$, in agreement with (20) for $C_{it}=0$. Both results are for $\psi=0.350$ V. At 0.20 V the hole tail raises the false density to about $1.5\times10^9$ cm$^{-2}$ eV$^{-1}$ and makes the doping from the slope about 0.5 per cent too large, which already exceeds the tolerance in (28).

If states are present, a wrong oxide capacitance does matter. With the correct doping, (20) and (22) give $C_{it}^*=C_{it}(C_{ox}^*+C_s^*)/(C_{ox}+C_s)$. The error is then proportional to the true interface capacitance and does not create states from nothing.

### Thickness of the oxide

At fixed doping, band bending and $d$, only $C_{ox}$ changes with the oxide thickness. For $\psi=0.350$ V and $d=0.05$, the first-order false density is $-2.3\times10^{11}$ cm$^{-2}$ eV$^{-1}$ at 5 nm, $-1.2\times10^{11}$ at 10 nm, $-7.0\times10^{10}$ at 20 nm and $-3.7\times10^{10}$ at 50 nm. A thin oxide makes the analysis more vulnerable, because the voltage stretch-out due to a given number of states is smaller and a given fractional error in the slope corresponds to more states.

The decrease is slower than the inverse of the thickness, since $C_s$ does not change. For a very thick oxide the first-order error tends to $-dC_s$, which is $-0.05\times50.6=-2.5$ nF/cm$^2$, or $-1.6\times10^{10}$ cm$^{-2}$ eV$^{-1}$. Even in that limit the doping error does not disappear.

### Towards flat band

The derivation dropped $e^{-u}$, which is not allowed near flat band. To see what replaces the formula there, keep the full function $g$ and work to first order in $d$. Equal silicon capacitance under the two dopings means

$$\sqrt{1+d}\;g(u')=g(u). \tag{30}$$

Write $u'=u+d\,\eta(u)$. To first order, $\sqrt{1+d}=1+d/2$ and $g(u')=g+d\,\eta g'$, where primes on $g$ denote derivatives with respect to $u$. The terms proportional to $d$ must cancel, so $g/2+\eta g'=0$ and

$$\eta=-\frac{g}{2g'}. \tag{31}$$

The stretching factor is $d\psi'/d\psi=1+d\,\kappa$ with

$$\kappa=\frac{d\eta}{du}=-\frac12\left(1-\frac{g\,g''}{g'^2}\right)
=\frac12\left(\frac{g\,g''}{g'^2}-1\right). \tag{32}$$

The argument that led from (14) to (16) now applies with $d\kappa$ in place of $d$, and to first order it gives

$$C_{it}'=-d\,\kappa(u)\,(C_{ox}+C_s). \tag{33}$$

In depletion $g=[2(u-1)]^{-1/2}$, so that $g/g'=-2(u-1)$. Then $\eta=u-1$ and $\kappa=1$, as before.

Near flat band both parts of $g$ are expanded in powers of $u$. The numerator is $u(1-u/2+u^2/6)$, and the quantity under the root is $u^2(1-u/3+u^2/12)$, up to higher terms. The inverse square root of the last bracket is $1+u/6$, because its two terms of order $u^2$, namely $-u^2/24$ and $+u^2/24$, cancel. Multiplication gives

$$g=\left(1-\frac u2+\frac{u^2}6\right)\left(1+\frac u6\right)+\dots
=1-\frac u3+\frac{u^2}{12}+\dots \tag{34}$$

Hence $g=1$, $g'=-1/3$ and $g''=1/6$ at flat band, and $\kappa=\tfrac12(9/6-1)=\tfrac14$. The false capacitance falls to a quarter of $d(C_{ox}+C_s)$ there, with $C_s$ taken at flat band.

To find how fast $\kappa$ approaches one, put $v=u-1$ and keep terms linear in $e^{-u}$. From (10),

$$\ln g=-\tfrac12\ln(2v)-e^{-u}-\frac{e^{-u}}{2v}. \tag{35}$$

Its derivative is

$$\frac{g'}{g}=-\frac1{2v}\left[1-e^{-u}\left(2v+1+\frac1v\right)\right]. \tag{36}$$

Since $\eta=-g/(2g')$, inverting (36) to the same order gives $\eta=v+e^{-u}(2v^2+v+1)$. Differentiating, with $dv/du=1$,

$$\kappa=1+e^{-u}\left[(4v+1)-(2v^2+v+1)\right]
=1-e^{-u}(2v^2-3v). \tag{37}$$

The correction falls exponentially, but its prefactor delays the approach. At $\psi=0.20$ V, where $u=7.74$ and $v=6.74$, (37) gives $\kappa=0.969$. Direct evaluation of (32) gives the same three digits.

From (32), $\kappa$ is 0.48 at 0.05 V, 0.73 at 0.10 V, 0.97 at 0.20 V and 1.00 at 0.35 V. The first-order part of the numerically returned capacitance was isolated by using $d=+0.01$ and $d=-0.01$, and it agreed with these coefficients within 0.002. For this temperature and doping errors of up to five per cent, the depletion formula (16) gives the false capacitance to within four per cent from 0.20 V upwards, until minority carriers matter.

The false density at $d=0.05$ does not vary monotonically with band bending. It is $-7.3\times10^{10}$, $-9.9\times10^{10}$, $-1.20\times10^{11}$, $-1.18\times10^{11}$ and $-1.15\times10^{11}$ cm$^{-2}$ eV$^{-1}$ at 0.05, 0.10, 0.20, 0.35 and 0.50 V. Equation (33) explains the turn: $\kappa$ rises with $\psi$ while $C_s$ falls. Once $\kappa$ is close to one, the fall of $C_s$ decides. For this 10 nm oxide the false density is nearly constant over the depletion range, because most of $C_{ox}+C_s$ is the constant $C_{ox}$. It can therefore resemble a flat background of states with the wrong sign.

These values are for a capacitor without states. If states are present, the assumption that they are frozen during the small signal also fails towards flat band, where many holes are available for capture. As an illustration, take a signal of 1 MHz, a hole capture cross-section of $10^{-15}$ cm$^2$ and a thermal velocity of $10^7$ cm/s. Let the states form a continuum in energy that exchanges holes only, without lateral fluctuations of the surface potential. They then add the complex capacitance $C_{it}\ln(1+j\omega\tau)/(j\omega\tau)$ to $C_s$, where $\omega$ is the angular frequency and $1/\tau$ is the product of cross-section, thermal velocity and surface hole density $Ne^{-u}$. A model with a single time constant gives a much weaker effect. A true density of $10^{11}$ cm$^{-2}$ eV$^{-1}$ is then returned as $9.9\times10^{10}$ at 0.35 V but as only about $3\times10^{10}$ at 0.20 V, even with the correct doping. The lower limit of the usable range therefore depends on the signal frequency and the capture cross-section as well as on (37).

### Towards inversion

At large band bending, electrons collect at the surface. If they follow the slow sweep but not the fast signal, they act like interface states. With a surface electron density $n_s$, the derivative of the squared surface field gives $Q\,dQ/d\psi=\varepsilon q[N(1-e^{-u})+n_s]$. If the small change of $Q$ caused by the electrons is ignored, which overstates the result by about 3 per cent at these band bendings, the additional static capacitance is

$$\Delta C=\frac{\varepsilon q\,n_s}{Q}. \tag{38}$$

With a rough intrinsic density of $10^{10}$ cm$^{-3}$, $n_s$ is $2.5\times10^{12}$ cm$^{-3}$ at $\psi=0.50$ V, and $\Delta C/q$ is $6.6\times10^7$ cm$^{-2}$ eV$^{-1}$. This is negligible beside the doping error. Since $n_s$ grows as $e^u$, however, $\Delta C/q$ reaches $10^{10}$ cm$^{-2}$ eV$^{-1}$ after a further increase of about $25.9\ \text{mV}\times\ln150=0.13$ V, if the slow change of $Q$ is ignored. These figures give the order of magnitude only, since the density returned by the analysis is some tens of per cent larger than $\Delta C/q$. The depletion analysis should end before that point.

### Doping that varies with depth

Suppose the acceptor density is $N(x)$ and the analysis uses a constant $N'$. In the depletion approximation the layer from the interface to $W$ contains no holes. Its charge and potential drop are $Q=q\int_0^W N\,dx$ and $\psi=(q/\varepsilon)\int_0^W xN\,dx$. When the edge moves by $dW$,

$$dQ=qN(W)\,dW,\qquad d\psi=\frac{q}{\varepsilon}\,W\,N(W)\,dW, \tag{39}$$

so $C_s=\varepsilon/W$ for any profile. The analysis finds the correct $W$ and infers $\psi'=qN'W^2/(2\varepsilon)$ up to a constant, with $d\psi'=(q/\varepsilon)N'W\,dW$. The stretching factor is therefore $d\psi'/d\psi=N'/N(W)$. It takes the place of $1+d$ in (15), and a state-free capacitor returns

$$C_{it}'=(C_{ox}+C_s)\left[\frac{N(W)}{N'}-1\right]. \tag{40}$$

In this approximation, what counts is the doping at the edge of the depletion layer, not its average over the layer. In reality the hole tail smears the edge over a few Debye lengths, so (40) is accurate only if the doping varies slowly on that scale. As the edge moves during the sweep, a doping profile is turned into a false spectrum of states.

### The model beside a real capacitor

The oxide thickness and doping of the example are rough typical values for a thermally grown oxide on boron-doped silicon. A well-annealed interface has roughly $10^{10}$ states per cm$^2$ and eV near midgap, so the false density of the example is about ten times the quantity to be measured. The assumption that such a device breaks most directly is uniform doping, because a growing oxide takes up boron from the adjacent silicon. As an illustration, let the doping be ten per cent low at the interface and recover exponentially over 100 nm. At the depletion edge, 205 nm deep, the deficit is 1.29 per cent. Even with $N'$ equal to the bulk doping, (40) then gives $-0.0129\times395.9=-5.1$ nF/cm$^2$, or $-3.2\times10^{10}$ cm$^{-2}$ eV$^{-1}$. This value assumes a sharp depletion edge. The Debye length here is 41 nm, not very small compared with 100 nm, and the hole tail makes the magnitude larger by an estimated 15 per cent. Combined with a five per cent overestimate of the bulk doping, the bracket in (40) is $0.9871/1.05-1=-0.060$, and the false density changes from $-1.18\times10^{11}$ to about $-1.5\times10^{11}$ cm$^{-2}$ eV$^{-1}$. The real dip depends on the oxidation and annealing, and may differ considerably from this one.

The following departures are smaller at the band bendings considered here. With a rough boron level depth of 45 meV, a degeneracy factor of 4 and a valence-band effective density of states of $3\times10^{19}$ cm$^{-3}$, 0.75 per cent of the acceptors in the neutral bulk are not ionized. If the doping were taken from the bulk hole density, it would be underestimated by that fraction, which corresponds to a false positive density of about $2\times10^{10}$ cm$^{-2}$ eV$^{-1}$. This estimate is sensitive to the density of states: the older tabulated value $1.04\times10^{19}$ cm$^{-3}$ gives 2.1 per cent and about $5\times10^{10}$ cm$^{-2}$ eV$^{-1}$, which would exceed the effect of the dip above. The leading correction to Boltzmann statistics is of relative order $10^{-4}$. At $\psi=0.50$ V the oxide field is 0.115 MV/cm and the silicon surface field is 0.04 MV/cm. These lie far below the rough breakdown fields of 10 MV/cm for the oxide and 0.3 MV/cm for silicon. Series resistance and lateral variations of doping or oxide charge are not included, and they must be excluded separately before a small extracted density is trusted. The computed values are collected in the numerical output.

## Table of computed values

```
Temperature: 300 K; kT/q: 25.852 mV
Relative permittivity Si, SiO2: 11.7, 3.9
True doping N: 1.00e+16 cm^-3
Assumed doping: 1.050e+16 cm^-3; d = 0.05
Oxide thickness: 10.0 nm; Cox: 345.31 nF/cm2
Band bending psi: 0.350 V; u = 13.54
Gate voltage from flat band: 0.4450 V
Measured C: 44.132 nF/cm2
Cs: 50.598 nF/cm2; depletion width: 204.7 nm
Cs, depletion formula: 50.598 nF/cm2
Cox+Cs: 395.91 nF/cm2
Extracted psi: 0.36621 V; formula: 0.36621 V
Returned Cit, d=+0.05: -18.848 nF/cm2
Formula -d/(1+d)(Cox+Cs): -18.853 nF/cm2
First order -d(Cox+Cs): -19.796 nF/cm2
Returned Dit, d=+0.05: -1.176e+11 cm^-2 eV^-1
First-order Dit: -1.236e+11 cm^-2 eV^-1
Returned Cit, d=-0.05: 20.827 nF/cm2
Returned Dit, d=-0.05: 1.300e+11 cm^-2 eV^-1
Remainder ratio when d doubles (0.02 to 0.04): 3.922
d giving |Dit error| 1e10 cm^-2 eV^-1: 0.405 %
Doping from 1/C^2 slope: 1.0000e+16 cm^-3
False Dit, Cox 5% high, d=0: 1.2e+07 cm^-2 eV^-1
True Dit in second device: 1.00e+11 cm^-2 eV^-1
  returned with d=0: 1.000e+11 cm^-2 eV^-1
  returned with d=0.05: -2.240e+10 cm^-2 eV^-1
  formula with d=0.05: -2.243e+10 cm^-2 eV^-1
Coefficient kappa near flat band: 0.2501
Scan: psi (V), Cs (nF/cm2), kappa, Dit at d=0.05 (cm^-2 eV^-1)
  0.05  147.58  0.4822  -7.259e+10
  0.10  103.21  0.7297  -9.913e+10
  0.20  69.00  0.9687  -1.198e+11
  0.35  50.60  0.9996  -1.176e+11
  0.50  41.84  1.0000  -1.151e+11
Oxide thickness (nm), first-order Dit at d=0.05 (cm^-2 eV^-1)
  5  -2.313e+11
  10  -1.236e+11
  20  -6.967e+10
  50  -3.734e+10
Boron dip at interface: 10 %; decay: 100 nm
  doping deficit at W: 1.29 %
  false Dit from dip, N'=N: -3.189e+10 cm^-2 eV^-1
Rough inputs: ni 1e+10, Nv 3e+19 cm^-3
Rough boron level depth: 45 meV
Surface electrons at psi=0.50 V: 2.51e+12 cm^-3
  their apparent Dit: 6.6e+07 cm^-2 eV^-1
Un-ionized boron in neutral bulk: 0.75 %
Degeneracy correction N/(2^1.5 Nv): 1.2e-04
Oxide field at psi=0.50 V: 0.115 MV/cm
Silicon surface field at psi=0.50 V: 0.038 MV/cm
```
